# The Cowley-Sze pinning slope of a Schottky barrier, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The pinning slope and its value

### 1. What dimensions fix

When a metal is placed on a semiconductor, the barrier $\phi_B$ for electrons depends on the metal's work function $\Phi_M$. The strength of this dependence is the pinning slope

$$S=\frac{d\phi_B}{d\Phi_M}.$$

Both quantities are energies, so $S$ is a pure number. Suppose that it is controlled by electronic states at the interface, with density $D$ per energy and per area, which face the metal across a thin layer of thickness $d$ and permittivity $\epsilon$. The available quantities are then $e$, $D$, $d$ and $\epsilon$, where $e>0$ is the elementary charge.

In terms of charge, energy and length, $\epsilon$ has the dimension charge$^2$/(energy · length), and $D$ has the dimension 1/(energy · length$^2$). For a product $e^aD^bd^c\epsilon^f$ to be dimensionless, three conditions must hold:

- charge: $a+2f=0$;
- energy: $-b-f=0$;
- length: $-2b+c-f=0$.

The second gives $f=-b$, the first then gives $a=2b$, and the third gives $c=2b+f=b$. Every dimensionless product is therefore a power of

$$\alpha=\frac{e^2Dd}{\epsilon},$$

and $S$ must be a function of $\alpha$ alone. With no states the barrier should follow the work function fully, so $S(0)=1$. With very many states the interface should screen the metal's influence, so $S$ should fall towards zero.

Dimensions do not give the function itself. They also say nothing about the thermal energy, the gap or the doping, each of which would add further dimensionless ratios. The derivation has to supply the function and show when those other quantities drop out. The result will be

$$S=\frac{1}{1+\alpha}=\frac{1}{1+e^2Dd/\epsilon}.$$

### 2. The contact and its energy levels

Let the metal surface lie at $x=-d$ and the surface of an n-type semiconductor at $x=0$. The layer fills the space between them. The interface states sit at $x=0$, on the semiconductor side of the layer. No bias is applied, so one Fermi level $E_F$ runs through the whole contact.

All levels are electron energies. The symbols are:

- $\chi$, the electron affinity, from the conduction edge up to the local vacuum level;
- $E_g$, the band gap;
- $\phi_B$, the height of the conduction edge at $x=0$ above $E_F$;
- $\phi_{CNL}$, the distance of the charge neutrality level of the interface states below the conduction edge.

The neutrality level is defined by the charge of the states: if they are filled up to this level and empty above it, they carry no net charge.

The local vacuum level follows the electrostatic potential $V(x)$ as $-eV(x)$ plus a constant. Measured from $E_F$, it is $\Phi_M$ at the metal surface. At the semiconductor surface one climbs first by $\phi_B$ to the conduction edge and then by $\chi$, which gives $\phi_B+\chi$. The difference between the two sides is the drop across the layer,

$$\Delta=\Phi_M-\chi-\phi_B. \tag{1}$$

A positive $\Delta$ means that an electron has the higher energy on the metal side. If $\Delta$ were zero, equation (1) would be the Schottky-Mott rule $\phi_B=\Phi_M-\chi$. Any departure from that rule is thus a dipole across the layer, and the next task is to find the charge that produces it.

### 3. The layer drop from Gauss's law

Let $Q_M$, $Q_{is}$ and $Q_{sc}$ be the charges per area on the metal surface, in the interface states and in the depletion region of the semiconductor. The contact as a whole is neutral:

$$Q_M+Q_{is}+Q_{sc}=0.$$

The field vanishes deep inside the metal. Gauss's law for a box that encloses the metal surface gives the field in the layer, counted positive towards the semiconductor, as $F=Q_M/\epsilon$. The potential falls along the field, so

$$V(0)-V(-d)=-Fd=-\frac{Q_Md}{\epsilon}=\frac{d}{\epsilon}\,(Q_{is}+Q_{sc}),$$

where the last step uses neutrality. The drop in electron energy is

$$\Delta=-eV(-d)+eV(0)=\frac{ed}{\epsilon}\,(Q_{is}+Q_{sc}). \tag{2}$$

The sign can be checked directly. Positive charge on the semiconductor side leaves negative charge on the metal. Electrons are repelled by the metal surface and have the higher energy there, which is a positive $\Delta$.

Equation (2) treats the charges as uniform sheets and describes the layer by a single permittivity. If the charges are localized and lie farther apart than $d$, the barrier varies along the interface, and (2) describes only the average drop. For a layer one or two atoms thick, $d$ and $\epsilon$ are effective quantities. Only their ratio enters the result.

### 4. The charge in the interface states

Measure energy $E$ from the valence edge at the interface. The Fermi level lies at $E_F=E_g-\phi_B$ and the neutrality level at $E_0=E_g-\phi_{CNL}$. States below $E_0$ are counted as donor-like, neutral when filled and carrying $+e$ when empty. States above $E_0$ are counted as acceptor-like, neutral when empty and carrying $-e$ when filled. With the Fermi function $f(E)=1/(1+e^{(E-E_F)/kT})$ the charge is

$$Q_{is}=e\int_0^{E_0}D\,(1-f)\,dE-e\int_{E_0}^{E_g}D\,f\,dE. \tag{3}$$

Now take $D$ constant across the gap. The two integrals over $f$ join into one:

$$Q_{is}=eD\left[E_0-\int_0^{E_g}f\,dE\right].$$

An antiderivative of $f$ is $-kT\ln(1+e^{-(E-E_F)/kT})$, as differentiation confirms. Hence

$$\int_0^{E_g}f\,dE=kT\ln\!\left(1+e^{E_F/kT}\right)-kT\ln\!\left(1+e^{-(E_g-E_F)/kT}\right).$$

In the first logarithm take out the factor $e^{E_F/kT}$, which contributes $E_F$. In the second, $E_g-E_F=\phi_B$. This leaves

$$\int_0^{E_g}f\,dE=E_F+kT\ln\!\left(1+e^{-E_F/kT}\right)-kT\ln\!\left(1+e^{-\phi_B/kT}\right).$$

The two logarithms are of order $kT\,e^{-E_F/kT}$ and $kT\,e^{-\phi_B/kT}$. They are negligible when the Fermi level lies several $kT$ away from both band edges. Since $E_0-E_F=\phi_B-\phi_{CNL}$, what remains is

$$Q_{is}=eD\,(\phi_B-\phi_{CNL}). \tag{4}$$

The sign is as it should be. A barrier larger than $\phi_{CNL}$ puts the Fermi level below the neutrality level, some donor-like states are empty, and the charge is positive.

Temperature has dropped out because a uniform density gains as many electrons above $E_F$ as it loses below. As a test, the occupations in (3) were summed numerically for $10^{14}$ states per eV per cm², with $\phi_{CNL}=0.77$ eV and $E_g=1.12$ eV, at 300 K and 400 K and for barriers of 0.60, 0.70 and 0.85 eV. In all six cases the charge agreed with (4) to better than the charge that a barrier change of $10^{-4}$ eV would produce.

### 5. Solving for the barrier

Set the two expressions (1) and (2) for the drop equal and insert (4):

$$\Phi_M-\chi-\phi_B=\alpha\,(\phi_B-\phi_{CNL})+\frac{ed}{\epsilon}\,Q_{sc}. \tag{5}$$

The factor $\alpha=e^2Dd/\epsilon$ has one $e$ from turning a potential into an energy and one from the charge of a state. Drop the depletion term for now; Part II restores it. Collecting the terms in $\phi_B$ on one side gives

$$(1+\alpha)\,\phi_B=\Phi_M-\chi+\alpha\,\phi_{CNL}.$$

Divide by $1+\alpha$ and write $S=1/(1+\alpha)$, so that $\alpha/(1+\alpha)=1-S$:

$$\phi_B=S\,(\Phi_M-\chi)+(1-S)\,\phi_{CNL},\qquad S=\frac{1}{1+e^2Dd/\epsilon}. \tag{6}$$

The barrier is a weighted mean of the Schottky-Mott value and the neutrality value. If $\chi$, $\phi_{CNL}$, $D$, $d$ and $\epsilon$ are the same for all the metals compared, differentiation with respect to $\Phi_M$ gives $d\phi_B/d\Phi_M=S$. If any of them changes from metal to metal, the slope of a plot of barriers against work functions is in general not $S$.

### 6. How the mismatch is shared

Define the mismatch $M=\Phi_M-\chi-\phi_{CNL}$, the amount by which the Schottky-Mott barrier exceeds the neutral one. Subtracting $\phi_{CNL}$ from (6) gives

$$\phi_B-\phi_{CNL}=SM,$$

and subtracting this from $M$ gives

$$\Delta=M-SM=(1-S)M.$$

The mismatch is divided between a shift of the Fermi level among the states and a drop across the layer, in the ratio $1:\alpha$.

The same division occurs in two capacitors in series. The layer has the capacitance per area $C_d=\epsilon/d$. By (4), the states store a charge $eD$ per unit of energy shift, or $C_D=e^2D$ per volt. Both carry the same magnitude of charge when $Q_{sc}$ is neglected, so the larger capacitance takes the smaller share of the voltage. The share of the states is

$$\frac{C_d}{C_d+C_D}=\frac{1}{1+C_D/C_d}=\frac{1}{1+\alpha}=S.$$

Strong pinning therefore means that the states can take up charge with little movement of the Fermi level, while that charge makes a large potential drop across the layer. A high density alone is not sufficient: at fixed $D$ and $\epsilon$, $\alpha$ vanishes as $d\to0$, because a dipole of zero length has no potential drop.

### 7. Limits and the p-type barrier

For $\alpha\ll1$, $S\approx1-\alpha$ and (6) approaches the Schottky-Mott rule. For $\alpha\gg1$, $S\approx1/\alpha$ and the barrier approaches $\phi_{CNL}$. The midpoint $S=1/2$ is reached at $\alpha=1$, that is, at

$$D_{1/2}=\frac{\epsilon}{e^2d}.$$

At fixed $D$ and $\epsilon$ a thicker layer gives stronger pinning. An inserted insulator reduces the pinning in this model if it lowers $D/\epsilon$ by a larger factor than it raises $d$.

On p-type material the barrier for holes is the distance from the valence edge up to the Fermi level, $\phi_{Bp}=E_g-\phi_B$. With the same interface parameters and negligible depletion charge, its slope is $-S$: a larger work function lowers the barrier for holes by as much as it raises the barrier for electrons.

### 8. The value for $10^{14}$ states per eV per cm² and 0.5 nm

In (6), $D$ is counted per joule. Let $D_{\rm eV}$ be the number of states per area in an energy interval of 1 eV. Since 1 eV equals $e\times1$ V, $D=D_{\rm eV}/(e\times1\ \text{V})$, and one factor $e$ cancels:

$$\alpha=\frac{e\,D_{\rm eV}\,d}{\epsilon\times1\ \text{V}}.$$

Here $D_{\rm eV}=10^{14}$ cm$^{-2}=10^{18}$ m$^{-2}$. For $\epsilon=\epsilon_0$,

$$\alpha=\frac{(1.602\times10^{-19})(10^{18})(0.5\times10^{-9})}{8.854\times10^{-12}}\approx9.05,$$

$$S=\frac{1}{1+9.05}\approx0.10.$$

A change of 1 eV in the work function moves the barrier by about 0.1 eV.

The density and thickness do not determine $S$ until $\epsilon$ is named. The vacuum value is taken as the main case here. With the same $D$ and $d$, other choices give:

- $\epsilon=3.9\,\epsilon_0$, close to that of silicon dioxide: $\alpha=2.32$ and $S=0.30$;
- $\epsilon=11.7\,\epsilon_0$, close to that of bulk silicon: $\alpha=0.77$ and $S=0.56$.

A larger permittivity weakens the dipole made by a given charge, so the states hold the barrier less firmly. Between the two extremes $S$ changes by more than a factor of five. For the slope, the choice of $\epsilon$ thus matters more than any correction sized in Part II.

For $\epsilon=\epsilon_0$ and $d=0.5$ nm the midpoint density is $D_{1/2}=1.1\times10^{13}$ eV$^{-1}$cm$^{-2}$. The density considered here is about nine times larger, which places the contact on the strongly pinned side.

## Part II. Corrections and a silicon contact

### 9. Symbols and results carried over

A metal of work function $\Phi_M$ faces an n-type semiconductor of affinity $\chi$ and gap $E_g$ across a layer of thickness $d$ and permittivity $\epsilon$. Interface states of density $D$ have their neutrality level $\phi_{CNL}$ below the conduction edge, and $\phi_B$ is the barrier for electrons. The charges per area in the states and in the depletion region are $Q_{is}$ and $Q_{sc}$. The layer drop $\Delta=\Phi_M-\chi-\phi_B$ is positive when electrons have the higher energy on the metal side. With $\alpha=e^2Dd/\epsilon$, Part I gave

$$\Phi_M-\chi-\phi_B=\alpha(\phi_B-\phi_{CNL})+\frac{ed}{\epsilon}Q_{sc}, \tag{5}$$

and, with $Q_{sc}$ neglected,

$$\phi_B=S(\Phi_M-\chi)+(1-S)\phi_{CNL},\qquad S=\frac1{1+\alpha}. \tag{6}$$

For $D=10^{14}$ eV$^{-1}$cm$^{-2}$, $d=0.5$ nm and $\epsilon=\epsilon_0$, $\alpha=9.048$ and $S=0.0995$. These values are used below unless others are named.

### 10. The depletion charge

Let $N_d$ be the donor density, $\epsilon_s$ the semiconductor's permittivity and $w(x)$ the height of the conduction edge above its bulk position. For non-degenerate doping the electron density is $N_de^{-w/kT}$. With holes neglected, the charge density is $eN_d(1-e^{-w/kT})$. Since $w=-eV$ up to a constant, Poisson's equation reads

$$\epsilon_s\,w''=e^2N_d\left(1-e^{-w/kT}\right).$$

Multiply by $w'$ and integrate from the bulk, where $w=w'=0$:

$$\frac{\epsilon_s}{2}\,w'^2=e^2N_d\left(w+kT\,e^{-w/kT}-kT\right).$$

At the surface $w=\psi=\phi_B-\xi$, where $\xi=kT\ln(N_c/N_d)$ is the depth of the bulk Fermi level below the conduction edge and $N_c$ is the effective density of the conduction band. For $\psi\gg kT$ the exponential is negligible. Gauss's law gives $Q_{sc}=\epsilon_s|w'|/e$, so

$$Q_{sc}=\sqrt{2\epsilon_sN_d\,(\psi-kT)}=eN_dW,\qquad W=\sqrt{\frac{2\epsilon_s(\psi-kT)}{e^2N_d}}. \tag{7}$$

The second form defines the depletion width $W$. Differentiating $Q_{sc}^2=2\epsilon_sN_d(\psi-kT)$ gives

$$\frac{dQ_{sc}}{d\phi_B}=\frac{\epsilon_sN_d}{Q_{sc}}=\frac{\epsilon_s}{eW}.$$

Now differentiate (5) with respect to $\Phi_M$, with $S=d\phi_B/d\Phi_M$:

$$1-S=\alpha S+\frac{ed}{\epsilon}\,\frac{\epsilon_s}{eW}\,S.$$

Dividing by $S$ and rearranging,

$$\frac1S=1+\frac{e^2Dd}{\epsilon}+\frac{\epsilon_sd}{\epsilon W}. \tag{8}$$

The depletion region acts as a further capacitance $\epsilon_s/W$ in parallel with the states. It lowers $S$, and the change is small when $\epsilon_s/W$ is small beside $e^2D+\epsilon/d$.

The barrier itself also shifts. Solving (5) with $Q_{sc}$ kept adds to (6) the term

$$\delta\phi_B=-S\,\frac{ed}{\epsilon}\,Q_{sc}. \tag{9}$$

The pinning slope has been derived as $S=1/(1+e^2Dd/\epsilon)$, about 0.10 for the main case, and the depletion charge has been shown to lower it slightly and to shift the barrier. What remains is to treat an energy-dependent density and screening in the metal, to test the formula numerically on a silicon contact, and to consider effects on the current and the comparison with real contacts.

Numerical values quoted here were computed with a short program.
